# Breit energies of the 2p1/2 2p3/2 configuration at Z = 26

## Problem

Two electrons occupy the orbitals $a=2p_{1/2}$ and $b=2p_{3/2}$ of a point nucleus with $Z=26$. Treat the Breit interaction

$$B=-\frac{1}{2r_{12}}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)\right],\qquad \mathbf n=\mathbf r_{12}/r_{12},$$

to first order with hydrogenic Dirac orbitals. Find its energy for $J=1$ and $J=2$, and check the $(2J+1)$-weighted mean against the average over all determinants of the configuration.

Atomic units are used, with $c=1/\alpha$; $E$ excludes the rest energy. The orbitals are

$$\psi_{\kappa m}=\frac1r\begin{pmatrix}P\,\Omega_{\kappa m}\\ iQ\,\Omega_{-\kappa m}\end{pmatrix},\qquad \kappa_a=1,\quad \kappa_b=-2,$$

where $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$ and $\boldsymbol\sigma\cdot\boldsymbol\ell\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$, with $\sigma_r=\boldsymbol\sigma\cdot\hat r$ and $\boldsymbol\ell=-i\mathbf r\times\nabla$. The radial equations are

$$P'=-\frac{\kappa P}{r}+\frac{E+Z/r+2c^2}{c}Q,\qquad Q'=\frac{\kappa Q}{r}-\frac{E+Z/r}{c}P .$$

## Hints

1. Use $\sigma_r$ to write the current $\psi_a^\dagger\boldsymbol\alpha\psi_b$ with the angular functions of the upper components alone.
2. A diagonal current has no divergence. Rewrite $B$ as $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$ plus a term built from gradients of $r_{12}$, and see what becomes of that term.
3. The state $J=M=2$ is a single determinant. The trace over $M=1$ then gives $J=1$.
4. For the average, sum over the magnetic quantum numbers before coupling to $J$.

## Solution

### Orbitals

Put $\zeta=Z/c$, $\gamma=\sqrt{\kappa^2-\zeta^2}$, $\epsilon=1+E/c^2$, $\lambda=c\sqrt{1-\epsilon^2}$, $s=\sqrt{(1-\epsilon)/(1+\epsilon)}$, and

$$P=r^\gamma e^{-\lambda r}(p_0+p_1r),\qquad Q=r^\gamma e^{-\lambda r}(q_0+q_1r).$$

The lowest power of $r$ gives $q_0=(\gamma+\kappa)p_0/\zeta$; the highest gives a ratio $-s$ between the last coefficients.

For $b$, $p_1=q_1=0$. Then $(2-\gamma)/\zeta=s$, and $\zeta^2=4-\gamma^2$ gives $\epsilon_b=\gamma_b/2$.

For $a$, $q_1=-sp_1$, and the power $r^\gamma$ of the two equations gives

$$(\gamma+2+\zeta s)p_1=\lambda p_0+c(1+\epsilon)q_0,\qquad (\gamma s-\zeta)p_1=-c(1-\epsilon)p_0-\lambda q_0 .$$

The second right side is $-s$ times the first, so $2s(\gamma+1)=\zeta(1-s^2)$, or $(\gamma+1)\sqrt{1-\epsilon^2}=\zeta\epsilon$. With $\zeta^2=1-\gamma^2$ this is $\epsilon_a=\sqrt{(1+\gamma_a)/2}$. The first relation supplies $p_1$, and $\int(P^2+Q^2)dr=1$ fixes $p_0$.

At $Z=26$, $E_a=-85.469$ and $E_b=-84.691$ hartree, so $\omega=E_b-E_a=0.778$ hartree.

### The current

Multiplying out the components and replacing $\Omega_{-\kappa}$ by $-\sigma_r\Omega_\kappa$,

$$r^2\mathbf j_{ab}=-iP_aQ_b\,\Omega_a^\dagger\boldsymbol\sigma\sigma_r\Omega_b+iQ_aP_b\,\Omega_a^\dagger\sigma_r\boldsymbol\sigma\Omega_b .$$

Since $\boldsymbol\sigma\sigma_r=\hat r+i\hat r\times\boldsymbol\sigma$ and $\sigma_r\boldsymbol\sigma=\hat r-i\hat r\times\boldsymbol\sigma$,

$$r^2\mathbf j_{ab}=iW\hat r\rho+V\,\hat r\times\mathbf s,\qquad V=P_aQ_b+Q_aP_b,\quad W=Q_aP_b-P_aQ_b,$$

with $\rho=\Omega_a^\dagger\Omega_b$ and $\mathbf s=\Omega_a^\dagger\boldsymbol\sigma\Omega_b$.

Write the tangential field as $\hat r\times\mathbf s=\nabla_\Omega f+\boldsymbol\ell h$, where $\nabla_\Omega=r\nabla$ acts on angular functions. Its surface divergence is $-\ell^2f$, and $\boldsymbol\ell\cdot(\hat r\times\mathbf s)=\ell^2h$. Both follow from the eigenvalues of $\boldsymbol\sigma\cdot\boldsymbol\ell$:

$$-\ell^2f=-i\boldsymbol\ell\cdot\mathbf s=i(\kappa_b-\kappa_a)\rho .$$

For $h$, use $\hat r\times\mathbf s=i\Omega_a^\dagger\boldsymbol\sigma\Omega_{-b}+i\hat r\rho$ and $\boldsymbol\ell\cdot(\hat r\rho)=0$:

$$\ell^2h=i(\kappa_a+\kappa_b)\Omega_a^\dagger\Omega_{-b}=-i(\kappa_a+\kappa_b)s_r,\qquad s_r=\Omega_a^\dagger\sigma_r\Omega_b .$$

Angular momenta 1/2 and 3/2 couple to rank 1 or 2. By parity $\rho$ has rank 2 ($\ell^2=6$) and $s_r$ rank 1 ($\ell^2=2$). Hence $f=i\rho/2$, $h=is_r/2$, and

$$r^2\mathbf j_{ab}=\frac{iV}{2}\boldsymbol\ell s_r+i\left[W\hat r\rho+\frac V2\nabla_\Omega\rho\right].$$

### Direct energy

From $\partial_{1i}\partial_{2j}r_{12}=-(\delta_{ij}-n_in_j)/r_{12}$,

$$B=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}-\frac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)r_{12}.$$

After partial integration the second term contains only divergences of currents. For a diagonal current $W=0$, $f=0$ and $V=2PQ$, so the divergence vanishes and the first term suffices.

The rank-1 part has $h=-i\kappa s_r$. Within one level write $s_r=g\,\mathbf J\cdot\hat r/4\pi$.

- For $a$, $\Omega_a=-\sigma_r\chi/\sqrt{4\pi}$ with $\chi$ a constant spinor, so $s_r=\chi^\dagger\sigma_r\chi/4\pi$ and $g_a=2$.
- For $b$ with $m=3/2$, $s_r=(3/8\pi)\sin^2\theta\cos\theta$. Its $\cos\theta$ component is $\frac32\cdot\frac{3}{8\pi}\cdot\frac4{15}=\frac{3}{20\pi}$, which must equal $\frac32g_b/4\pi$. Thus $g_b=2/5$.

With $\boldsymbol\ell(\mathbf J\cdot\hat r)=-i\hat r\times\mathbf J$, the current is $r^2\mathbf j=2\kappa g\,PQ\,\mathbf J\times\hat r/4\pi$. The prefactors $2\kappa g$ are $4$ for $a$ and $-8/5$ for $b$. The rank-3 current of $b$ has no partner in $a$.

The matching part of $1/r_{12}$ is $(r_</r_>^2)\,\hat r_1\cdot\hat r_2$. Because $\int\hat r_i\hat r_k\,d\Omega=4\pi\delta_{ik}/3$, the angular integral is $\frac19\sum_i(\mathbf J_a\times\mathbf e_i)\cdot(\mathbf J_b\times\mathbf e_i)=\frac29\mathbf J_a\cdot\mathbf J_b$. Therefore

$$E_{\rm dir}=-\frac29\cdot4\cdot\left(-\frac85\right)D\,\mathbf J_a\cdot\mathbf J_b=\frac{64}{45}D\,\mathbf J_a\cdot\mathbf J_b,\qquad D=\iint P_aQ_a(r_1)\frac{r_<}{r_>^2}P_bQ_b(r_2)\,dr_1dr_2 .$$

Here $\mathbf J_a\cdot\mathbf J_b=\frac12[J(J+1)-\frac34-\frac{15}4]$ is $-\frac54$ for $J=1$ and $\frac34$ for $J=2$. This is the interaction of two magnetic dipole currents.

### Exchange strengths

The exchange energy of a determinant is $-\langle ab|B|ba\rangle$, with $\mathbf j_{ba}=\mathbf j_{ab}^*$. Let $X_k$ be its rank-$k$ part summed over all eight pairs $(m_a,m_b)$.

Both $\sum_{m_a}\Omega_a\Omega_a^\dagger$ and $\sum_{m_a}\Omega_{-a}\Omega_{-a}^\dagger$ equal $1/4\pi$ times the unit matrix, and $\sum_{m_b}\int\Omega_b^\dagger\Omega_b\,d\Omega=4$. So $\sum\int|s_r|^2d\Omega=\sum\int|\rho|^2d\Omega=1/\pi$. On harmonics of order $k$, $1/r_{12}$ acts as $\frac{4\pi}{2k+1}r_<^k/r_>^{k+1}$. Define $R_k(F,F)=\iint F(r_1)F(r_2)\,r_<^k/r_>^{k+1}dr_1dr_2$.

*Rank 1.* This current has no divergence, and $\int|\boldsymbol\ell s_r|^2=2\int|s_r|^2$:

$$X_1=\frac14\cdot2\cdot\frac1\pi\cdot\frac{4\pi}3R_1(V,V)=\frac23R_1(V,V).$$

*Rank 2.* With $U=W+\frac32V$ and $T=V-W$,

$$W\hat r\rho+\frac V2\nabla_\Omega\rho=\frac U5(2\hat r\rho+\nabla_\Omega\rho)+\frac T5(-3\hat r\rho+\nabla_\Omega\rho).$$

The brackets are $r^{-1}\nabla(r^2\rho)$ and $r^4\nabla(r^{-3}\rho)$. Gradients of harmonic functions are harmonic, so their Cartesian components have orders 1 and 3. Their squared norms are $4+6=10$ and $9+6=15$ times that of $\rho$. The term $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$, the Gaunt interaction, gives

$$X_2^{\rm G}=\frac1{25\pi}\left[10\cdot\frac{4\pi}3R_1(U,U)+15\cdot\frac{4\pi}7R_3(T,T)\right]=\frac8{15}R_1(U,U)+\frac{12}{35}R_3(T,T).$$

*Retardation.* The divergence is $\nabla\cdot\mathbf j_{ab}=(i/r^2)(W'-3V/r)\rho$. In $W'$ the radial equations give $\kappa$ terms $(\kappa_a-\kappa_b)V/r=3V/r$. The potential and rest-energy terms cancel, leaving

$$W'-\frac{3V}r=\frac\omega cN,\qquad N=P_aP_b+Q_aQ_b .$$

Two partial integrations give two signs that cancel, so the term $-\frac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)r_{12}$ contributes $-\frac12\iint(\nabla\cdot\mathbf j_{ab})(\nabla\cdot\mathbf j_{ab}^*)r_{12}$ to $\langle ab|B|ba\rangle$. Its contribution to the exchange energy $-\langle ab|B|ba\rangle$ is therefore $+\frac12\iint(\nabla\cdot\mathbf j_{ab})(\nabla\cdot\mathbf j_{ab}^*)r_{12}$. Let $x=\hat r_1\cdot\hat r_2$. From $\partial r_{12}/\partial x=-r_1r_2/r_{12}$ and $(2k+1)P_k=P_{k+1}'-P_{k-1}'$ for Legendre polynomials, the coefficient of $P_2(x)$ in $r_{12}$ is $-r_1r_2\left(\frac{r_<}{3r_>^2}-\frac{r_<^3}{7r_>^4}\right)$. With the factor $\frac12\cdot\frac1\pi\cdot\frac{4\pi}5=\frac25$,

$$X_2^{\rm ret}=\frac{2\omega^2}{5c^2}\iint N(r_1)N(r_2)\left[\frac{r_<^4}{7r_>^3}-\frac{r_<^2}{3r_>}\right]dr_1dr_2,\qquad X_2=X_2^{\rm G}+X_2^{\rm ret}.$$

### Dependence on J

By the Wigner–Eckart theorem the pair $(m_a,m_b)$ contributes to $X_k$ the share $\langle\frac32m_b,\frac12\,{-m_a}|k\,q\rangle^2/(2k+1)$, with $q=m_b-m_a$.

| $(m_a,m_b)$ | share of $X_1$ | share of $X_2$ |
|---|---|---|
| $(\frac12,\frac32)$ | $\frac34/3=\frac14$ | $\frac14/5=\frac1{20}$ |
| $(\frac12,\frac12)$ | $\frac12/3=\frac16$ | $\frac12/5=\frac1{10}$ |
| $(-\frac12,\frac32)$ | $0$ | $1/5$ |

The first row is the state $J=M=2$. The other two rows span $M=1$, so their sum, $\frac16X_1+\frac3{10}X_2$, is the exchange part of $E_1+E_2$. Subtracting the first row gives $J=1$. With the direct terms,

$$E_1=-\frac{16}9D-\frac{X_1}{12}+\frac{X_2}4,\qquad E_2=\frac{16}{15}D+\frac{X_1}4+\frac{X_2}{20}.$$

### Numbers

All energies here are in millihartree. Quadrature gives $D=-4.1833$, $R_1(V,V)=2.6304$, $R_1(U,U)=15.3107$ and $R_3(T,T)=16.0958$. Then $X_1=\frac23(2.6304)=1.7536$ and $X_2^{\rm G}=8.1657+5.5186=13.6843$. Retardation adds $-3.14\times10^{-4}$, so $X_2=13.6840$.

$$E_1=7.4369-0.1461+3.4210=10.7118\quad(0.291\ \text{eV}),$$

$$E_2=-4.4622+0.4384+0.6842=-3.3396\quad(-0.091\ \text{eV}).$$

The opposite signs come from the direct term, which follows $\mathbf J_a\cdot\mathbf J_b$.

### The weighted sum

In the average over determinants, the direct energy vanishes because $\sum_{m_b}\langle\mathbf J_b\rangle=0$. Exchange gives $(X_1+X_2)/8$ by the definition of $X_k$:

$$E_{\rm av}=\frac{1.7536+13.6840}8=1.9297\quad(0.053\ \text{eV}).$$

The $J$ energies give

$$\frac{3E_1+5E_2}8=\frac{32.1354-16.6978}8=1.9297 .$$

Algebraically, the coefficient of $D$ is $-\frac{16}3+\frac{16}3=0$, and those of $X_1$ and $X_2$ are $-\frac14+\frac54=1$ and $\frac34+\frac14=1$. This check tests only the angular shares. It would not reveal a wrong $D$, which cancels, nor a wrong $X_1$ or $X_2$, which enter both sides alike. The numerical check therefore recomputes these three values in momentum space and tests each $J$ separately, by angular integration from the spinors.

### Scaling and limits of validity

Since $Q/P\sim Z\alpha$ and $1/r\sim Z$, the leading scaling is $Z^3\alpha^2$. From $Z=1$ to $Z=26$, $E_1/(Z^3\alpha^2)$ changes from $0.01139$ to $0.01144$ hartree and $E_2/(Z^3\alpha^2)$ from $-0.00354$ to $-0.00357$ hartree.

These are diagonal energies with unscreened orbitals. Within $2p^2$ the $J=1$ level is unique, but $J=2$ also occurs in $2p_{3/2}^2$. Coulomb repulsion mixes the two $J=2$ states, and $E_2$ is then not the Breit energy of a physical level. The mixing element grows as $Z$ and the splitting $\omega$ as $Z^4\alpha^2$ at leading order, so the pure $jj$ state improves with increasing $Z$. At $Z=26$ the mixing is still appreciable: the element is $0.259$ hartree against $\omega=0.778$ hartree. Within $2p^2$ the lower $J=2$ level is then 87% $2p_{1/2}2p_{3/2}$, and its first-order Breit energy is $-3.87$ rather than $-3.34$ millihartree. The weight of the pure state is $0.37$ at $Z=10$ and $0.999$ at $Z=54$.

## Variation 1: Gaunt interaction alone

*How do the energies change if only the Gaunt term $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$ is kept and the term $-\frac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)r_{12}$ is dropped?*

The direct and rank-1 parts stay the same, because their currents have no divergence. Only $X_2^{\rm ret}=-3.14\times10^{-4}$ millihartree is lost. $E_1$ rises by a quarter of its magnitude, $7.9\times10^{-5}$, and $E_2$ by a twentieth, $1.6\times10^{-5}$ millihartree. The effect is small here because it carries $\omega^2/c^2$, and $\omega$ is merely the fine-structure splitting.

## Variation 2: a filled 2p3/2 subshell

*What is the Breit energy between one $2p_{1/2}$ electron and four $2p_{3/2}$ electrons, with the same orbitals?*

Sum over $m_b$ at fixed $m_a$. The direct term vanishes, and by rotational symmetry the exchange sum does not depend on $m_a$. It is therefore half of the sum over both quantum numbers:

$$\frac{X_1+X_2}2=4E_{\rm av}=7.719\ \text{millihartree}\quad(0.210\ \text{eV}).$$

The interaction among the four $2p_{3/2}$ electrons is not included.

## Table of computed values

```
nuclear charge Z = 26
speed of light c = 137.035999 a.u.
Z alpha = 0.189731
hartree in eV = 27.211386 eV
energy 2p1/2 = -85.468958 hartree
energy 2p3/2 = -84.690974 hartree
splitting w = 0.777984 hartree
D = -4.183272 mhartree
M = R1(V,V) = 2.630359 mhartree
R1(U,U) = 15.310740 mhartree
R3(T,T) = 16.095829 mhartree
X1 = 1.753572 mhartree
Gaunt part of X2 = 13.684298 mhartree
retardation part of X2 = -3.1419e-04 mhartree
same, Breit minus Gaunt = -3.1419e-04 mhartree
X2 = 13.683984 mhartree
J=1 direct part = 7.436928 mhartree
J=1 X1 part = -0.146131 mhartree
J=1 X2 part = 3.420996 mhartree
J=1 Breit energy = 10.711793 mhartree
J=1 Breit energy = 0.291483 eV
J=2 direct part = -4.462157 mhartree
J=2 X1 part = 0.438393 mhartree
J=2 X2 part = 0.684199 mhartree
J=2 Breit energy = -3.339565 mhartree
J=2 Breit energy = -0.090874 eV
E_2 - E_1 = -14.051358 mhartree
3 E_1 + 5 E_2 = 15.437556 mhartree
weighted mean of E_J = 1.929694 mhartree
configuration average = 1.929694 mhartree
average, momentum space = 1.929694 mhartree
configuration average = 0.052510 eV
E_1/(Z^3 alpha^2) at Z=1: 0.0113933 hartree
E_2/(Z^3 alpha^2) at Z=1: -0.0035374 hartree
E_1/(Z^3 alpha^2) at Z=26: 0.0114449 hartree
E_2/(Z^3 alpha^2) at Z=26: -0.0035681 hartree
largest angular deviation, J states = 2.1e-12
largest angular deviation, average = 1.0e-12
```
